**Image energy of a rigid point dipole on a simple cubic lattice**

The program tests E_image = −2πp²/(3V) in Gaussian form, where p is the dipole moment, V is the cell volume, and E_image is the energy per cell relative to the isolated dipole under tinfoil boundary conditions. It asserts this value with Ewald energies of short dipoles in three directions, with a column-by-column sum between grounded plates, and with a Gaussian-smeared dipole. The last two both give −2.09439510 p²/V, equal to −2π/3 to the digits printed. Further assertions cover the vanishing field at the centre of a vacuum sphere, the leading finite-length correction, and a tetragonal cell in which the trace rule holds but the cubic value fails. For a dipole of 0.040 e nm in a 1 nm cubic box, the output gives an image energy of −4.83 meV and a local field of 2.41 MV/cm. Finite length, induced polarization and dispersion each change that energy by less than 2 percent in this example. A tetragonal box of equal volume with c/a = 1.20 changes it to −2.24 meV for a dipole along c or −6.12 meV for one along a.

## Check in Python

```python
"""Image energy of a rigid point dipole on a simple cubic lattice.

Result under test (Gaussian form, also Hartree atomic units):
    E_image = -2 pi p^2 / (3 V)
p: dipole moment, V: cell volume, vacuum between the dipoles, tinfoil
(conducting) surround. E_image is the energy per cell minus the energy of
the same charge distribution alone in empty space.
phi(r): potential of a unit point charge's periodic images and of the uniform
neutralizing background, without the direct term 1/r.
Lattice tests use a cell of unit volume; the example uses nm, e and eV.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc


def nonzero_triples(n_max):
    triples = np.array(list(product(range(-n_max, n_max + 1), repeat=3)))
    return triples[np.any(triples != 0, axis=1)]


TRIPLES = nonzero_triples(5)


def image_potential(r, cell, eta=2.0):
    """phi(r) by Ewald summation for an orthogonal cell."""
    r = np.asarray(r, float)
    volume = np.prod(cell)
    distance = np.linalg.norm(r - TRIPLES * cell, axis=1)
    G = 2 * np.pi * TRIPLES / cell
    G2 = np.sum(G**2, axis=1)
    radius = np.linalg.norm(r)
    if radius > 0:
        home = -erf(eta * radius) / radius
    else:
        home = -2 * eta / np.sqrt(np.pi)
    real_part = np.sum(erfc(eta * distance) / distance)
    wave_part = 4 * np.pi / volume * np.sum(
        np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ r))
    return real_part + wave_part + home - np.pi / (volume * eta**2)


def pair_image_energy(separation, cell):
    """Image energy of charges +1 and -1 separated by a vector."""
    return image_potential(np.zeros(3), cell) - image_potential(separation, cell)


def curvature(axis, cell, step=0.002):
    """Second derivative of phi at the origin (phi is even)."""
    shift = np.zeros(3)
    shift[axis] = step
    return -2 * pair_image_energy(shift, cell) / step**2


def column_field(a, c, n_side=5, n_long=3000):
    """Field at a unit z-dipole from all others, summed along z first.

    This is the field with grounded plates at z = +c/2 and z = -c/2."""
    z = c * np.arange(-n_long, n_long + 1)
    z_end = (n_long + 0.5) * c
    total = 0.0
    for i, j in product(range(-n_side, n_side + 1), repeat=2):
        rho2 = a**2 * (i**2 + j**2)
        heights = z[z != 0] if rho2 == 0 else z
        total += np.sum((2 * heights**2 - rho2) / (heights**2 + rho2)**2.5)
        total += 2 / (c * z_end**2)  # remaining ends of the column
    return total


cube = np.ones(3)
cubic_coefficient = 2 * np.pi / 3

# Ewald splitting must not affect the potential.
probe = np.array([0.13, 0.21, 0.08])
assert abs(image_potential(probe, cube) - image_potential(probe, cube, 2.5)) < 1e-11

# Point-dipole limit, several directions.
for direction in ([1, 0, 0], [1, 1, 1], [1, 2, 3]):
    unit = np.array(direction) / np.linalg.norm(direction)
    energy = pair_image_energy(0.002 * unit, cube) / 0.002**2
    assert abs(energy / -cubic_coefficient - 1) < 2e-5  # finite length 0.002

# Dipoles between grounded plates: no Ewald sum involved.
plate_field = column_field(1.0, 1.0)
assert abs(plate_field - 4 * np.pi / 3) < 1e-8
plate_energy = -0.5 * plate_field

# Large sphere in vacuum, and direct sum for the quartic coefficient.
axis_numbers = np.arange(-40, 41)
X, Y, Z = np.meshgrid(axis_numbers, axis_numbers, axis_numbers, indexing="ij")
R2 = (X**2 + Y**2 + Z**2).astype(float)
inside = (R2 > 0) & (R2 <= 40**2)
R2, height2 = R2[inside], Z[inside].astype(float)**2
sphere_field = np.sum((3 * height2 - R2) / R2**2.5)
assert abs(sphere_field) < 1e-9
cos2 = height2 / R2
C4 = np.sum((35 * cos2**2 - 30 * cos2 + 3) / 8 / R2**2.5)
inverse_sixth_sum = np.sum(1 / R2**3)

# Finite-length correction from the Ewald energy against the direct sum.
short = 0.05
diagonal = np.ones(3) / np.sqrt(3)
for unit, factor in ((np.array([0, 0, 1.0]), 1.0), (diagonal, -2 / 3)):
    rest = -pair_image_energy(short * unit, cube) - cubic_coefficient * short**2
    # neglected sixth-order term is of relative size short**2
    assert abs(rest / (factor * C4 * short**4) - 1) < 5e-3

# Smeared dipole: periodic reciprocal sum minus isolated real-space energy.
width = 0.1
tilted = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
G = 2 * np.pi * nonzero_triples(12)
G2 = np.sum(G**2, axis=1)
periodic_energy = 2 * np.pi * np.sum((G @ tilted)**2 / G2 * np.exp(-G2 * width**2))


def isolated_integrand(r):
    bell = np.exp(-r**2 / (2 * width**2))
    density_slope = -r / width**2 * bell / ((2 * np.pi)**1.5 * width**3)
    potential_slope = (np.sqrt(2 / np.pi) / width * bell / r
                       - erf(r / (np.sqrt(2) * width)) / r**2)
    return 0.5 / 3 * 4 * np.pi * r**2 * density_slope * potential_slope


isolated_energy = quad(isolated_integrand, 0, 1.5, epsabs=1e-11, epsrel=1e-11,
                       limit=200)[0]
smeared_difference = periodic_energy - isolated_energy
assert abs(smeared_difference + cubic_coefficient) < 1e-7

# Tetragonal cell of unit volume: trace rule holds, cubic value fails.
ratio = 1.2
c_tetra = ratio**(2 / 3)
a_tetra = c_tetra / ratio
tetra = np.array([a_tetra, a_tetra, c_tetra])
curv_x, curv_z = curvature(0, tetra), curvature(2, tetra)
assert abs(2 * curv_x + curv_z - 4 * np.pi) < 1e-3
assert abs(curv_z - column_field(a_tetra, c_tetra)) < 1e-3
assert abs(curv_z - 4 * np.pi / 3) > 0.1

# Worked example: rough values for a small polar gas molecule in a vacuum box.
dipole = 0.04            # e nm
box = 1.0                # nm
separation = 0.1         # nm
polarizability = 0.0015  # nm^3
excitation = 12.0        # eV
temperature = 300.0      # K
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
debye = 1e-21 / const.c  # C m
hartree = const.physical_constants["Hartree energy in eV"][0]


def point_energy(length):
    """Image energy in eV for a cubic box of given edge in nm."""
    return -2 * np.pi * coulomb * dipole**2 / (3 * length**3)


E_point = point_energy(box)
dipole_SI = dipole * const.e * 1e-9
E_SI = -dipole_SI**2 / (6 * const.epsilon_0 * (box * 1e-9)**3) / const.e
assert abs(E_SI / E_point - 1) < 1e-10
local_field = 4 * np.pi * coulomb * dipole / (3 * box**3) * 10  # MV/cm
box_1meV = box * (abs(E_point) / 1e-3)**(1 / 3)
assert abs(point_energy(box_1meV) + 1e-3) < 1e-12
kT = const.k * temperature / const.e
boltzmann = np.exp(abs(E_point) / kT)

# Finite length of the dipole.
charge = dipole / separation
scale = coulomb * charge**2 / box
E_edge = scale * pair_image_energy([0, 0, separation / box], cube)
E_diag = scale * pair_image_energy(separation / box * diagonal, cube)

# Induced polarization: minimum of the energy against the closed formula.
coupling = 4 * np.pi / (3 * box**3)
relaxed = minimize_scalar(lambda induced: induced**2 / (2 * polarizability)
                          - 0.5 * coupling * (1 + induced)**2)
enhancement = 1 / (1 - polarizability * coupling)
assert abs(relaxed.fun / (-0.5 * coupling) / enhancement - 1) < 1e-8
E_induced = E_point * (enhancement - 1)

# Dispersion: London pair energy against two coupled oscillators.
x = polarizability / box**3
pair_block = np.diag([1.0, 1.0, -2.0]) * x
stiffness = np.block([[np.eye(3), pair_block], [pair_block, np.eye(3)]])
zero_point = 0.5 * excitation * (np.sum(np.sqrt(np.linalg.eigvalsh(stiffness))) - 6)
london_pair = -0.75 * excitation * x**2
assert abs(zero_point / london_pair - 1) < 1e-4
E_dispersion = 0.5 * london_pair * inverse_sixth_sum

# Tetragonal box of the same volume.
tetra_scale = -0.5 * coulomb * dipole**2 / box**3
E_tetra_z, E_tetra_x = tetra_scale * curv_z, tetra_scale * curv_x

print("LATTICE TESTS (unit cell volume, unit dipole, Gaussian form)")
print(f"formula -2 pi/3: {-cubic_coefficient:.8f}")
print(f"energy from column sum between plates: {plate_energy:.8f}")
print(f"local field from column sum: {plate_field:.8f}")
print(f"field at centre of vacuum sphere: {abs(sphere_field):.1e} (magnitude)")
print(f"smeared dipole width: {width:.2f} L")
print(f"smeared dipole, periodic energy: {periodic_energy:.8f}")
print(f"smeared dipole, isolated energy: {isolated_energy:.8f}")
print(f"smeared dipole, difference: {smeared_difference:.8f}")
print(f"quartic coefficient C4: {C4:.3f}")
print(f"tetragonal c/a: {ratio:.2f}")
print(f"tetragonal field, dipole along c: {curv_z:.4f}")
print(f"tetragonal field, dipole along a: {curv_x:.4f}")
print(f"tetragonal trace: {2 * curv_x + curv_z:.4f}; 4 pi: {4 * np.pi:.4f}")
print("EXAMPLE INPUTS (rough model values)")
print(f"dipole: {dipole:.3f} e nm = {dipole_SI / debye:.2f} debye")
print(f"box edge: {box:.2f} nm")
print(f"charge separation: {separation:.2f} nm; charge: {charge:.2f} e")
print(f"polarizability volume: {polarizability:.4f} nm^3")
print(f"excitation energy: {excitation:.1f} eV")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print("EXAMPLE RESULTS")
print(f"image energy: {1e3 * E_point:.3f} meV = {E_point / hartree:.3e} hartree")
print(f"local field: {local_field:.3f} MV/cm")
for length in (1.5, 2.0):
    print(f"image energy at edge {length:.1f} nm: {1e3 * point_energy(length):.3f} meV")
print(f"box edge for 1 meV: {box_1meV:.3f} nm")
print(f"temperature: {temperature:.0f} K; kT: {1e3 * kT:.2f} meV")
print(f"Boltzmann factor of uncorrected error: {boltzmann:.3f}")
print("NEGLECTED EFFECTS")
print(f"finite dipole along cube edge: {1e3 * E_edge:.3f} meV")
print(f"  change from point value: {100 * (E_edge / E_point - 1):+.2f} percent")
print(f"finite dipole along body diagonal: {1e3 * E_diag:.3f} meV")
print(f"  change from point value: {100 * (E_diag / E_point - 1):+.2f} percent")
print(f"induced polarization, added energy: {1e3 * E_induced:.4f} meV")
print(f"  enhancement factor: {enhancement:.5f}")
print(f"lattice sum of 1/R^6 (L = 1): {inverse_sixth_sum:.3f}")
print(f"dispersion between images: {1e3 * E_dispersion:.4f} meV")
print(f"tetragonal box, dipole along c: {1e3 * E_tetra_z:.3f} meV")
print(f"tetragonal box, dipole along a: {1e3 * E_tetra_x:.3f} meV")
print("OK")
```

It prints:

```
LATTICE TESTS (unit cell volume, unit dipole, Gaussian form)
formula -2 pi/3: -2.09439510
energy from column sum between plates: -2.09439510
local field from column sum: 4.18879020
field at centre of vacuum sphere: 6.7e-16 (magnitude)
smeared dipole width: 0.10 L
smeared dipole, periodic energy: 44.92140353
smeared dipole, isolated energy: 47.01579863
smeared dipole, difference: -2.09439510
quartic coefficient C4: 3.108
tetragonal c/a: 1.20
tetragonal field, dipole along c: 1.9404
tetragonal field, dipole along a: 5.3130
tetragonal trace: 12.5665; 4 pi: 12.5664
EXAMPLE INPUTS (rough model values)
dipole: 0.040 e nm = 1.92 debye
box edge: 1.00 nm
charge separation: 0.10 nm; charge: 0.40 e
polarizability volume: 0.0015 nm^3
excitation energy: 12.0 eV
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
EXAMPLE RESULTS
image energy: -4.825 meV = -1.773e-04 hartree
local field: 2.413 MV/cm
image energy at edge 1.5 nm: -1.430 meV
image energy at edge 2.0 nm: -0.603 meV
box edge for 1 meV: 1.690 nm
temperature: 300 K; kT: 25.85 meV
Boltzmann factor of uncorrected error: 1.205
NEGLECTED EFFECTS
finite dipole along cube edge: -4.897 meV
  change from point value: +1.49 percent
finite dipole along body diagonal: -4.778 meV
  change from point value: -0.98 percent
induced polarization, added energy: -0.0305 meV
  enhancement factor: 1.00632
lattice sum of 1/R^6 (L = 1): 8.402
dispersion between images: -0.0851 meV
tetragonal box, dipole along c: -2.235 meV
tetragonal box, dipole along a: -6.120 meV
OK
```
